\section*{Electromigration drift velocity from atomic mobility and the electron-wind force}

\section{The situation}

A heavily loaded copper line on a chip can carry a million amperes per square centimetre or more. After hours in a hot test, or years in use, metal may be missing at one end of the line and piled up at the other. The current has moved atoms as well as electrons. How fast do the atoms drift, and which way?

Two quantities are needed: the mean force on an atom, and the velocity that a given force produces. The force is far too weak to pull an atom out of its site. It biases the thermally activated jumps which the atom makes anyway, so diffusion sets the mobility.

\section{Sign convention and result}

Let $x$ point along the conventional current density $j>0$, and let $e>0$, so that an electron has charge $-e$. In an isotropic ohmic conductor of resistivity $\rho$, the field is $E=\rho j$. The mean force on an atom is written
\begin{equation}
F=Z^*eE=Z^*e\rho j .
\label{force}
\end{equation}
This defines the effective charge number $Z^*$, which carries a sign. The result to be derived is
\begin{equation}
v=\frac{D\,Z^*e\rho j}{kT},
\label{result}
\end{equation}
where $v$ is the mean atomic velocity relative to the crystal lattice. If $Z^*<0$, then $v<0$: atoms move against $j$, with the electrons. In the metal, electrons run from the cathode end to the anode end, so material is lost at the cathode end.

The temperature is taken as uniform, and gradients of stress and composition are absent at first. The diffusivity $D$ is the one that governs drift; its relation to a tracer diffusivity is derived below.

\section{Mobility from equilibrium}

Consider independent particles of concentration $c(x)$ in a weak conservative force $F=-dU/dx$. Their flux has a diffusive part and a drift part with mobility $M$:
\begin{equation}
J=-D\frac{dc}{dx}+MFc .
\end{equation}
In equilibrium $J=0$ and $c=c_0e^{-U/kT}$. Differentiating the Boltzmann distribution gives
\begin{equation}
\frac{dc}{dx}=-\frac{1}{kT}\frac{dU}{dx}\,c=\frac{F}{kT}\,c .
\end{equation}
Inserting this in the flux yields
\begin{equation}
0=\left(-\frac{D}{kT}+M\right)Fc
\quad\Longrightarrow\quad
M=\frac{D}{kT},
\label{einstein}
\end{equation}
which is the Nernst--Einstein relation. The drift velocity is $v=MF$.

The electron wind exists only while current flows, so a conductor feeling it is not in equilibrium. Equation (\ref{einstein}) must therefore be justified again from the jumps themselves.

\section{Mobility from biased jumps}

Let an atom jump between wells a distance $a$ apart, with rate $\Gamma$ in each direction when no force acts. Independent jumps give $\langle x^2\rangle=2\Gamma a^2t$. Comparison with $\langle x^2\rangle=2Dt$ gives $D=a^2\Gamma$.

Now let a force $F(x)$ act along the path. Electrons adjust much faster than the atom moves, so the atom is taken to feel a definite mean force at each position, while its thermal agitation remains that of temperature $T$. Let $w_1$ be the work done by the force from a well to the saddle on its right, and $w_2$ the work from that saddle to the next well. A forward jump has its barrier lowered by $w_1$. A backward jump climbs the second half of a path against the force, so its barrier is raised by $w_2$. Hence
\begin{align}
v&=a\Gamma\left(e^{w_1/kT}-e^{-w_2/kT}\right)\\
&\simeq a\Gamma\,\frac{w_1+w_2}{kT}
=\frac{a^2\Gamma}{kT}\,\bar F=\frac{D\bar F}{kT},
\qquad
\bar F=\frac1a\int_0^aF(x)\,dx .
\label{pathaverage}
\end{align}
The second line keeps first order in the work and uses $w_1+w_2=a\bar F$. The force need not be constant along the path; its path average enters. From here on, $F$ and $Z^*$ denote path averages.

This was tested for continuous motion over a periodic potential of amplitude $1.5\,kT$, with a force varying by $\pm80\%$ about its mean, symmetrically about the saddle, so that $w_1=w_2$. The diffusivity came from field-free spreading and the velocity from the driven steady state. The ratio $v/(D\bar F/kT)$ was 1.00005 for a mean work of $10^{-3}kT$ per period.

For a constant force and a saddle halfway between the wells, $w_1=w_2=aF/2$. With $s=aF/kT$,
\begin{equation}
v=2a\Gamma\sinh\frac{s}{2}
=\frac{DF}{kT}\,\frac{\sinh(s/2)}{s/2}
=\frac{DF}{kT}\left(1+\frac{s^2}{24}+\cdots\right).
\label{sinh}
\end{equation}
At $s=0.5$ the bracket to this order is 1.01042; following the probabilities on a chain of sites in time gives 1.01045. For $s\gg1$ backward jumps die out, and $v\simeq a\Gamma e^{s/2}$ as long as the force is still too weak to shift the wells and saddles appreciably. Equation (\ref{result}) then fails. Interconnects are very far from that limit, as the numbers below show.

\section{Which diffusivity?}

In a pure crystal an atom usually moves by exchanging places with a vacancy. Let $c_v\ll1$ be the number of vacancies per atom, and $\omega$ the rate at which a given neighbour jumps into a vacancy. Each atom feels the same force. A jump with displacement $\mathbf d$ then has rate $\omega e^{Fd_x/2kT}$. Adding the displacements of all atoms and dividing by the number of atoms gives
\begin{align}
v&=c_v\omega\sum_{\mathbf d}d_x\,e^{Fd_x/2kT}
\simeq c_v\omega\sum_{\mathbf d}d_x\left(1+\frac{Fd_x}{2kT}\right)\\
&=\frac{F}{kT}\left[\frac12c_v\omega\sum_{\mathbf d}d_x^2\right]
\equiv\frac{DF}{kT}.
\end{align}
The term linear in $d_x$ vanishes because every jump has an opposite partner. The bracket defines the jump diffusivity $D$: it is the diffusivity an atom would have if its successive jumps were independent.

They are not independent. Just after a jump the vacancy lies behind the atom, and the atom is likelier than chance to jump back. Let $C$ be the mean cosine of the angle between successive jumps. In the face-centred cubic (fcc) lattice, symmetry about the jump direction makes the mean of the next jump equal to $C$ times the last jump. Repeating the argument, the mean cosine between jumps $m$ steps apart is $C^m$. After many jumps $N$ of length $d$,
\begin{equation}
\langle R^2\rangle
=Nd^2\left(1+2\sum_{m=1}^{\infty}C^m\right)
=Nd^2\left(1+\frac{2C}{1-C}\right)
=Nd^2\,\frac{1+C}{1-C}.
\end{equation}
A tagged atom therefore has the tracer diffusivity
\begin{equation}
D_{\rm tr}=fD,\qquad f=\frac{1+C}{1-C},
\qquad\text{so}\qquad
v=\frac{D_{\rm tr}F}{f\,kT}.
\label{tracer}
\end{equation}

Following the vacancy's return walk in the fcc lattice gives $C=-0.1225$ and $f=0.7817$. As an independent test, a tagged atom was placed in a periodic fcc cell of 864 sites with one vacancy. The ratio of its tracer diffusivity to $vkT/F$ was 0.7825. The two values agree to about $0.1\%$, although both calculations use finite lattices. For independent interstitial atoms without memory between jumps, $f=1$.

\section{The electron-wind force}

Take free electrons of density $n$ and mass $m$, with mean velocity $u$. Since $j=-neu$,
\begin{equation}
u=-\frac{j}{ne}.
\end{equation}
Let scatterers of density $N_d$ remove electron momentum at rate $1/\tau_d$. If they were the only scatterers, the steady balance of force and momentum loss per volume would be
\begin{equation}
-neE-\frac{nmu}{\tau_d}=0
\quad\Longrightarrow\quad
u=-\frac{e\tau_d}{m}E,
\qquad
j=\frac{ne^2\tau_d}{m}E .
\end{equation}
Their resistivity is therefore
\begin{equation}
\rho_d=\frac{m}{ne^2\tau_d}.
\end{equation}

Now let other scattering, for instance by lattice vibrations, be present as well. The momentum which electrons lose to the chosen scatterers is the momentum those scatterers receive. Per volume and time it is
\begin{equation}
\frac{nmu}{\tau_d}
=-\frac{m}{e\tau_d}\,j
=-ne\rho_dj ,
\end{equation}
where the last step uses $m/\tau_d=ne^2\rho_d$. Dividing by $N_d$ gives the force on one scatterer, and comparison with $F_w=Z_we\rho j$ gives its charge number:
\begin{equation}
F_w=-\frac{n}{N_d}e\rho_dj,
\qquad
Z_w=-\frac{n}{N_d}\frac{\rho_d}{\rho}.
\label{wind}
\end{equation}
The minus sign says that electrons push atoms along their own motion, against $j$.

The use of a single rate $1/\tau_d$ was tested with the Boltzmann equation on a spherical Fermi surface. Two mechanisms acted together, with scattering rates per solid angle proportional to $0.02/(1.6-\cos\theta)^2$ for the defects and $0.05(1-0.5\cos\theta+0.4\cos^2\theta)$ for the background. The momentum received by the defects, divided by $-ne\rho_dj$, was 1.00000000. The defects took $9.7\%$ of the momentum supplied by the field, which is the share $\rho_d/\rho$ in this model.

Equation (\ref{wind}) belongs to free electrons and scatterers that act independently. It also takes the current at the scatterer to be the mean $j$, and scattering rates that depend only on the angle of deflection, as in the test above. In a real metal the band structure and the surroundings of the jumping atom alter the wind. Next to a wall that scatters electrons diffusely, the local current is well below the mean over the cross-section. $Z_w$ is then a parameter to be measured or computed.

\section{Total force and drift velocity}

The field also acts directly on the ion and on the electron charge that screens it. This direct force is written $Z_de\rho j$, with $Z_d$ a parameter here. Adding the two forces gives
\begin{equation}
F=\left(Z_d+Z_w\right)e\rho j
=\left(Z_d\rho-\frac{n}{N_d}\rho_d\right)ej,
\qquad Z^*=Z_d+Z_w .
\label{total}
\end{equation}
With $M=D/kT$ from the biased jumps, $v=MF$ is equation (\ref{result}).

The second form of (\ref{total}) separates two kinds of behaviour. At fixed $j$ and fixed $\rho_d$, the wind force does not depend on the total resistivity, whereas the direct force grows with it. For $Z_d>0$ the wind dominates in a good conductor. The two forces cancel when $\rho=(n/N_d)\rho_d/Z_d$, and above that resistivity the model predicts drift along $j$. The number $Z^*$ is thus not a fixed property of an atom: it changes with temperature through $\rho$.

The units are consistent: $e\rho j$ is a force, division by $kT$ gives an inverse length, and multiplication by $D$ gives a velocity.

\section{A copper line in an accelerated test}

Take a copper line under a dielectric cap at $T=573$ K, with $j=2.0$ MA/cm$^2$ and $\rho=4.0\ \mu\Omega\,$cm. All material parameters in this example are rough typical values. Let $Z_d=+1$ and $Z_w=-3$, so that $Z^*=-2$.

Suppose that atoms move only along the interface with the cap, in a layer of width $\delta=0.5$ nm with diffusivity $D_i=2.0\times10^{-10}$ cm$^2$/s. The line height is $h=100$ nm. Per unit line width, the layer carries the atomic current $c\,\delta D_iF/kT$, where $c$ is the atomic density, taken equal in layer and line. Spread over the height, this equals $c\,hDF/kT$ if
\begin{equation}
D=D_i\frac{\delta}{h}
=2.0\times10^{-10}\times\frac{0.5}{100}
=1.0\times10^{-12}\ \text{cm}^2/\text{s}.
\end{equation}
The field is
\begin{equation}
E=\rho j=(4.0\times10^{-6}\ \Omega\,\text{cm})(2.0\times10^{6}\ \text{A/cm}^2)=8.0\ \text{V/cm},
\end{equation}
so the force is $F=-2\times8.0=-16$ eV/cm. With $kT=0.0494$ eV,
\begin{equation}
v=(1.0\times10^{-12})\,\frac{-16}{0.0494}
=-3.2\times10^{-10}\ \text{cm/s}
=-11.7\ \text{nm/h}.
\end{equation}
If no atoms enter at the cathode end, that end recedes by 100 nm in $100/11.67\simeq8.6$ h. The value $-11.7$ nm/h is an average over the cross-section. Atoms in the interface layer drift $h/\delta=200$ times faster, at about $-2.3\ \mu$m/h.

The chosen $Z_w$ can be read through (\ref{wind}). With one conduction electron per atom, a concentration of one atomic per cent means $N_d/n=0.01$, and $\rho_d=3\times4.0\times0.01=0.12\ \mu\Omega\,$cm. This is the effective, path-averaged scattering strength that the free-electron model needs to produce $Z_w=-3$.

\section{What the estimate leaves out}

\paragraph{Back-stress.} Material lost at the cathode end leaves tension there, and material gained at the anode end causes compression. Let $\sigma$ be positive in tension and $\Omega$ the atomic volume. When an atom is added at a boundary under tension, the traction does work $\Omega\sigma$, so the chemical potential contains $-\Omega\sigma$. Its gradient adds a force $+\Omega\,d\sigma/dx$. The cathode end lies at larger $x$. For $Z^*<0$ it is the end under tension, so this force is positive and opposes the drift. For a uniform gradient $\Delta\sigma/L$ along a line of length $L$ with blocked ends, the forces balance when
\begin{equation}
\frac{\Omega\Delta\sigma}{L}=|Z^*|e\rho j
\quad\Longrightarrow\quad
jL=\frac{\Omega\Delta\sigma}{|Z^*|e\rho}.
\end{equation}
With $\Omega=0.0118$ nm$^3$ and a sustainable stress difference of 200 MPa, the threshold is $jL\simeq1840$ A/cm, or $L\simeq9.2\ \mu$m at this $j$. A shorter line can stop the drift if it sustains that stress without yielding or forming a void. In a 100 $\mu$m line the same stress difference reduces the net force, averaged over the length, by $9.2/100$, or about $9\%$. While both ends are blocked and no void has opened, the reduction is larger near the ends than in the middle until the gradient has become uniform. A void relaxes the tension beside it, which can speed the drift there for a time.

\paragraph{Joule heating.} The line produces heat $j^2\rho h$ per unit area of its base. If all of it flows straight down through a dielectric of thickness $t=500$ nm and conductivity $\kappa=0.3$ W/(m\,K), then
\begin{equation}
\Delta T=\frac{j^2\rho\,h\,t}{\kappa}\simeq2.7\ \text{K}.
\end{equation}
This is the drop across the dielectric, measured from its base. For a narrow line heated only by its own current it is an upper estimate, since sideways spreading lowers it. For a line many times wider than $t$ the substrate beneath also warms and adds to it, and heated lines in other levels of the chip could raise it further. With an activation energy of 0.90 eV and the force held fixed, $D/kT$ rises by about $8\%$.

\paragraph{Tracer data.} If the quoted diffusivity were a tracer value, (\ref{tracer}) would raise the speed by $1/f-1\simeq28\%$. This uses the bulk fcc factor. A vacancy confined to one or two atomic planes returns to the same atom more often, so $f$ is smaller and the correction larger: $f\simeq0.56$ for a single close-packed plane, which would raise the speed by about $80\%$. The factor for the real interface was not calculated.

\paragraph{Nonlinearity.} For a jump length of 0.256 nm, $a|F|/kT=8.3\times10^{-6}$. The relative correction in (\ref{sinh}), which assumes $w_1=w_2$, is about $3\times10^{-12}$. For $w_1\neq w_2$ the next term of the exponentials in the jump rates gives a relative correction $(w_1-w_2)/2kT$, of the order of $10^{-6}$ here. Either way linear response is safe.

\section{From the test to the temperature of use}

Keep $j=2.0$ MA/cm$^2$ and lower the temperature to 378 K, where $\rho$ is taken as $2.8\ \mu\Omega\,$cm. With $\rho_d$ fixed, the product $Z_w\rho$ stays at $-3\times4.0=-12\ \mu\Omega\,$cm. By (\ref{total}), the force changes by the factor
\begin{equation}
\frac{F_{378}}{F_{573}}
=\frac{1\times2.8-12}{1\times4.0-12}
=\frac{-9.2}{-8.0}=1.15 .
\end{equation}
In this model the magnitude of the force rises because the opposing direct force has fallen; the current at the interface is taken to remain the same fraction of the mean $j$ at both temperatures. Correspondingly, $Z^*$ moves from $-2.0$ to $-9.2/2.8\simeq-3.3$.

The diffusivity falls by the factor $8.25\times10^{-5}$, if the activation energy of 0.90 eV holds over the whole range. Including the factor $1/T$ in the mobility,
\begin{equation}
v_{378}=-11.67\ \frac{\text{nm}}{\text{h}}
\times8.25\times10^{-5}\times\frac{573}{378}\times1.15
\simeq-1.7\times10^{-3}\ \frac{\text{nm}}{\text{h}},
\end{equation}
or about $-15$ nm per year. A drift of hours in the test has become one of years. The activation energy stands in an exponent: an error of 0.1 eV changes the extrapolated velocity by a factor of about 2.8. The assumed charge numbers and resistivities also matter, through the force.

\section{Comparison with real interconnects}

A temperature near 300 $^\circ$C and a current density of a few MA/cm$^2$ are usual for accelerated tests of copper lines, and motion along the cap interface is often the main path. The assumed resistivity is somewhat above that of bulk copper at 573 K, as expected for a narrow line. The least certain input is $D_i$, which depends strongly on the cap material and on how the copper surface was prepared. A drift measurement alone yields the product $DZ^*$, not its two factors. The computed 11.7 nm/h is therefore an order-of-magnitude estimate: a tenfold change in $D_i$ changes it tenfold. Real lines also break the assumption of a single uniform path. Grain boundaries can add to the atomic current, and where that current changes along the line, material accumulates or is lost away from the ends. For a 100 $\mu$m line, Joule heating and the length-averaged back-stress each change the drift by about 10\%. The tracer correction is $28\%$ with the bulk factor and larger for a thin interface layer. For lines at or below the threshold length, back-stress can reduce the drift to zero. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS
drift/(D F/kT), periodic potential: 1.00005
drift/(D F/kT), chain, aF/kT = 0.5: 1.01045
same from 1 + (aF/kT)^2/24: 1.01042
mean cosine of successive fcc jumps: -0.1225
fcc correlation factor f, return walk: 0.7817
fcc correlation factor f, tagged atom: 0.7825
wind force, Boltzmann/formula: 1.00000000
share of momentum going to defects: 0.0969
EXAMPLE INPUTS (rough)
temperature: 573 K
current density: 2.0 MA/cm2
resistivity: 4.0 uohm cm
Z_direct, Z_wind: +1.0, -3.0
interface diffusivity: 2.0e-10 cm2/s
interface width: 0.5 nm
line height: 100 nm
jump length: 0.256 nm
EXAMPLE RESULTS
Zstar: -2.0
line-averaged D: 1.00e-12 cm2/s
electric field: 8.00 V/cm
thermal energy kT: 0.04938 eV
force on atom: -16.00 eV/cm
drift velocity: -11.67 nm/h
drift velocity: -3.240e-10 cm/s
drift velocity from hop rates: -11.67 nm/h
drift of interface atoms: -2333 nm/h
time for 100 nm at line end: 8.57 h
implied rho_d per at.%: 0.12 uohm cm
NEGLECTED EFFECTS
atomic volume: 0.0118 nm3
stress difference: 200 MPa
threshold product jL: 1841 A/cm
threshold length at this j: 9.2 um
slowing, 100 um line: 9.2 %
dielectric thickness: 500 nm
dielectric conductivity: 0.3 W/(m K)
Joule temperature rise, upper estimate: 2.67 K
activation energy: 0.90 eV
speed-up by Joule heating: 8.3 %
speed-up if D were a tracer D: 28 %
aF/kT per jump: 8.30e-06
relative nonlinearity: 2.9e-12
use temperature: 378 K
resistivity at use: 2.8 uohm cm
Zstar at use: -3.29
force at use / force in test: 1.150
D at use / D in test: 8.25e-05
drift at use: -14.7 nm/year
\end{verbatim}
